# Ternary diffusion couple with a constant matrix: solution by eigenvectors: a program that tests the result

```python
"""
Result under test: a ternary diffusion couple with constant matrix D has
  X(x,t) = M + 1/2 sum_k P_k step erf(x / (2 sqrt(lam_k t))),  k = 1, 2
X = (X1, X2): mole fractions, X3 = 1 - X1 - X2; M: mean of the two end alloys;
step: right minus left composition; lam_k: eigenvalues of D;
P_k: projectors on the eigenvectors of D.
D = L G, L: symmetric kinetic matrix (um^2/s), G: reduced free-energy Hessian.
Lengths in um, times in s. All parameters are round model values.
"""
import numpy as np
import sympy as sp
from scipy.constants import hour
from scipy.integrate import solve_ivp
from scipy.linalg import expm, sqrtm
from scipy.special import erf

mean = np.array([0.25, 0.25])
step = np.array([0.0, -0.04])
L = np.array([[0.002, 0.0005], [0.0005, 0.001]])
time = 10 * hour


def ideal_hessian(X):
    return np.diag(1 / X) + 1 / (1 - X.sum())


def eigenvalues(D):
    root = np.sqrt((D[0, 0] - D[1, 1])**2 + 4 * D[0, 1] * D[1, 0])
    return (np.trace(D) + root) / 2, (np.trace(D) - root) / 2


def coefficients(D, delta):
    """Columns: vectors multiplying the fast and the slow error function."""
    fast, slow = eigenvalues(D)
    one = np.eye(2)
    a_fast = (D - slow * one) @ delta / (2 * (fast - slow))
    a_slow = (fast * one - D) @ delta / (2 * (fast - slow))
    return np.column_stack([a_fast, a_slow])


def profile(x, t, D, delta):
    """Deviation from the mean composition, one row per position."""
    lam = np.array(eigenvalues(D))
    u = np.asarray(x)[:, None] / (2 * np.sqrt(lam * t))
    return erf(u) @ coefficients(D, delta).T


def fourier_profile(x, t, D, delta):
    """Same deviation from a Fourier integral with matrix exponentials."""
    dk = np.pi / 600
    total = 0.5 * np.outer(x, delta)
    for k in dk * np.arange(1, 121):
        total = total + np.outer(np.sin(k * x) / k, expm(-D * k**2 * t) @ delta)
    return total * dk / np.pi


# Hessian of the ideal mixing free energy, by symbolic differentiation
s1, s2 = sp.symbols("s1 s2", positive=True)
s3 = 1 - s1 - s2
free_energy = s1 * sp.log(s1) + s2 * sp.log(s2) + s3 * sp.log(s3)
hess = sp.hessian(free_energy, (s1, s2)).subs({s1: 0.2, s2: 0.3})
assert np.allclose(np.array(hess, dtype=float),
                   ideal_hessian(np.array([0.2, 0.3])), rtol=1e-12)

G = ideal_hessian(mean)
D = L @ G
lam1, lam2 = eigenvalues(D)
assert np.allclose(sorted([lam1, lam2]), np.sort(np.linalg.eigvals(D).real))

# Reciprocity and stability give real positive eigenvalues
rng = np.random.default_rng(4)
for _ in range(300):
    A, B = rng.normal(size=(2, 2, 2))
    kinetic = A @ A.T + 0.05 * np.eye(2)
    stability = B @ B.T + 0.05 * np.eye(2)
    ev = np.linalg.eigvals(kinetic @ stability)
    assert np.max(np.abs(np.imag(ev))) < 1e-10 and np.min(np.real(ev)) > 0
# A dissipative but non-reciprocal kinetic matrix can give complex ones
nonreciprocal = np.array([[1.0, 2.0], [-2.0, 1.0]])
assert np.min(np.linalg.eigvalsh(nonreciprocal + nonreciprocal.T)) > 0
assert np.max(np.abs(np.imag(np.linalg.eigvals(nonreciprocal)))) > 0.1

# Two-error-function formula against the Fourier integral
x_test = np.linspace(-100, 100, 41)
fourier_error = 0.0
for delta in (step, np.array([0.03, -0.04]), np.array([0.02, 0.01])):
    diff = profile(x_test, time, D, delta) - fourier_profile(x_test, time, D, delta)
    fourier_error = max(fourier_error, np.max(np.abs(diff)))
assert fourier_error < 1e-9

# A step along an eigenvector: one error function, straight path
slopes = [(lam - D[0, 0]) / D[0, 1] for lam in (lam1, lam2)]
for lam, slope in zip((lam1, lam2), slopes):
    delta = 0.02 * np.array([1.0, slope])
    single = 0.5 * np.outer(erf(x_test / (2 * np.sqrt(lam * time))), delta)
    assert np.allclose(fourier_profile(x_test, time, D, delta), single, atol=1e-9)

# Defective matrix: an extra term that is not an error function
d, b = 0.005, 0.004
delta = np.array([0.02, -0.04])
u = x_test / (2 * np.sqrt(d * time))
extra = -b * delta[1] * u * np.exp(-u**2) / (2 * d * np.sqrt(np.pi))
defective = fourier_profile(x_test, time, np.array([[d, b], [0, d]]), delta)
assert np.allclose(defective[:, 0], 0.5 * delta[0] * erf(u) + extra, atol=1e-9)
assert np.max(np.abs(extra)) > 1e-3

# Finite-volume solution of the coupled conservation laws
cells, dx = 400, 1.0
x_cell = (np.arange(cells) + 0.5) * dx - cells * dx / 2


def simulate(delta, constant_matrix):
    def rate(t, y):
        X = y.reshape(cells, 2)
        grad = np.diff(X, axis=0) / dx
        if constant_matrix:
            flux = -grad @ D.T
        else:
            face = (X[1:] + X[:-1]) / 2
            third = grad.sum(axis=1) / (1 - face.sum(axis=1))
            flux = -(grad / face + third[:, None]) @ L.T
        flux = np.vstack([np.zeros(2), flux, np.zeros(2)])
        return (-np.diff(flux, axis=0) / dx).ravel()
    start = mean + 0.5 * np.outer(np.sign(x_cell), delta)
    result = solve_ivp(rate, (0, time), start.ravel(), method="LSODA",
                       t_eval=[time], rtol=1e-8, atol=1e-10, lband=3, uband=3)
    assert result.success
    return result.y[:, -1].reshape(cells, 2)


linear = simulate(step, True)
grid_error = np.max(np.abs(linear - mean - profile(x_cell, time, D, step)))
assert grid_error < 2e-5

# Extremum of component 1, which has no initial step
x_peak = np.sqrt(2 * time * lam1 * lam2 * np.log(lam1 / lam2) / (lam1 - lam2))
peak = mean[0] + profile([x_peak], time, D, step)[0, 0]
i = np.argmax(linear[:, 0])
left, mid, right = linear[i - 1:i + 2, 0]
x_grid_peak = x_cell[i] + 0.5 * dx * (left - right) / (left - 2 * mid + right)
assert abs(x_grid_peak - x_peak) < 0.1
assert abs(mid - peak) < 2e-5

# Amount that has crossed x = 0 towards positive x
rootD = (D + np.sqrt(np.linalg.det(D)) * np.eye(2)) / (np.sqrt(lam1) + np.sqrt(lam2))
assert np.allclose(rootD, sqrtm(D), rtol=1e-10)
amount = -np.sqrt(time / np.pi) * rootD @ step
grid_amount = (linear - mean - step / 2)[x_cell > 0].sum(axis=0) * dx
assert np.allclose(amount, grid_amount, rtol=2e-3)

# Error of the constant-matrix assumption, for a full and a halved step
error_full = np.max(np.abs(simulate(step, False) - linear))
error_half = np.max(np.abs(simulate(step / 2, False) - simulate(step / 2, True)))
assert 3.5 < error_full / error_half < 4.5

coef = coefficients(D, step)
print(f"mean composition X1, X2, X3: {mean[0]:.2f} {mean[1]:.2f} {1-mean.sum():.2f}")
print(f"step (right minus left) in X1, X2: {step[0]:.2f} {step[1]:.2f}")
print(f"time: {time:.0f} s = {time/hour:.0f} h")
print(f"L11, L12, L22: {L[0,0]:.4f} {L[0,1]:.4f} {L[1,1]:.4f} um^2/s")
print(f"G11, G12, G22: {G[0,0]:.3f} {G[0,1]:.3f} {G[1,1]:.3f} (dimensionless)")
print(f"D11, D12: {D[0,0]:.4f} {D[0,1]:.4f} um^2/s")
print(f"D21, D22: {D[1,0]:.4f} {D[1,1]:.4f} um^2/s")
print(f"trace D: {np.trace(D):.4f} um^2/s")
print(f"det D: {np.linalg.det(D):.4e} um^4/s^2")
print(f"eigenvalue difference: {lam1-lam2:.6f} um^2/s")
for name, lam, slope in zip(("1", "2"), (lam1, lam2), slopes):
    print(f"eigenvalue {name}: {lam:.6f} um^2/s = {lam*1e-12:.4e} m^2/s")
    print(f"  eigenvector ratio dX2/dX1: {slope:.4f}")
    print(f"  length 2 sqrt(lambda t): {2*np.sqrt(lam*time):.3f} um")
for j in range(2):
    print(f"X{j+1} coefficients of erf(u1), erf(u2): {coef[j,0]:.6f} {coef[j,1]:.6f}")
third = -coef.sum(axis=0)
print(f"X3 coefficients of erf(u1), erf(u2): {third[0]:.6f} {third[1]:.6f}")
print("x/um, erf(u1), erf(u2), X1, X2, X3:")
for x in (-80, -40, -20, -10, 0, 10, 20, 40, 80):
    e1, e2 = (erf(x / (2 * np.sqrt(lam * time))) for lam in (lam1, lam2))
    X = mean + profile([x], time, D, step)[0]
    print(f"{x:4d} {e1:8.5f} {e2:8.5f} {X[0]:.5f} {X[1]:.5f} {1-X.sum():.5f}")
print(f"X1 maximum at x = {x_peak:.3f} um, value {peak:.6f}")
print(f"X1 minimum at x = {-x_peak:.3f} um, value {2*mean[0]-peak:.6f}")
print(f"finite-volume X1 maximum at x = {x_grid_peak:.3f} um, value {mid:.6f}")
print(f"sqrt(D) row 1: {rootD[0,0]:.5f} {rootD[0,1]:.5f} um/s^0.5")
print(f"sqrt(D) row 2: {rootD[1,0]:.5f} {rootD[1,1]:.5f} um/s^0.5")
print(f"crossed x=0, components 1, 2: {amount[0]:.5f} {amount[1]:.5f} um (fraction x um)")
print(f"same, finite volume: {grid_amount[0]:.5f} {grid_amount[1]:.5f} um")
print(f"largest formula-Fourier difference: {fourier_error:.1e} (mole fraction)")
print(f"largest formula-finite-volume difference: {grid_error:.1e} (mole fraction)")
print(f"constant-D error, full step: {error_full:.2e} (mole fraction)")
print(f"constant-D error, half step: {error_half:.2e} (mole fraction)")
print(f"ratio of these errors: {error_full/error_half:.3f}")
print("tests ok")
```

Printed output:

```
mean composition X1, X2, X3: 0.25 0.25 0.50
step (right minus left) in X1, X2: 0.00 -0.04
time: 36000 s = 10 h
L11, L12, L22: 0.0020 0.0005 0.0010 um^2/s
G11, G12, G22: 6.000 2.000 6.000 (dimensionless)
D11, D12: 0.0130 0.0070 um^2/s
D21, D22: 0.0050 0.0070 um^2/s
trace D: 0.0200 um^2/s
det D: 5.6000e-05 um^4/s^2
eigenvalue difference: 0.013266 um^2/s
eigenvalue 1: 0.016633 um^2/s = 1.6633e-14 m^2/s
  eigenvector ratio dX2/dX1: 0.5190
  length 2 sqrt(lambda t): 48.941 um
eigenvalue 2: 0.003367 um^2/s = 3.3668e-15 m^2/s
  eigenvector ratio dX2/dX1: -1.3762
  length 2 sqrt(lambda t): 22.018 um
X1 coefficients of erf(u1), erf(u2): -0.010553 0.010553
X2 coefficients of erf(u1), erf(u2): -0.005477 -0.014523
X3 coefficients of erf(u1), erf(u2): 0.016030 0.003970
x/um, erf(u1), erf(u2), X1, X2, X3:
 -80 -0.97921 -1.00000 0.24978 0.26989 0.48033
 -40 -0.75226 -0.98980 0.24749 0.26849 0.48401
 -20 -0.43669 -0.80106 0.24615 0.26403 0.48982
 -10 -0.22739 -0.47931 0.24734 0.25821 0.49445
   0  0.00000  0.00000 0.25000 0.25000 0.50000
  10  0.22739  0.47931 0.25266 0.24179 0.50555
  20  0.43669  0.80106 0.25385 0.23597 0.51018
  40  0.75226  0.98980 0.25251 0.23151 0.51599
  80  0.97921  1.00000 0.25022 0.23011 0.51967
X1 maximum at x = 22.034 um, value 0.253876
X1 minimum at x = -22.034 um, value 0.246124
finite-volume X1 maximum at x = 22.023 um, value 0.253875
sqrt(D) row 1: 0.10954 0.03743 um/s^0.5
sqrt(D) row 2: 0.02674 0.07745 um/s^0.5
crossed x=0, components 1, 2: 0.16029 0.33165 um (fraction x um)
same, finite volume: 0.16033 0.33154 um
largest formula-Fourier difference: 1.9e-17 (mole fraction)
largest formula-finite-volume difference: 4.1e-06 (mole fraction)
constant-D error, full step: 1.64e-04 (mole fraction)
constant-D error, half step: 4.10e-05 (mole fraction)
ratio of these errors: 4.006
tests ok
```
